# Long-range order of an FePt film from two X-ray peaks

**Problem.** A stoichiometric L1\(_0\) FePt film has its tetragonal \(c\) axis normal to the surface. The ratio of its integrated, background-subtracted 001 and 002 intensities is 1.5. A calculation for the same film with perfect order, in the same diffraction geometry, gives 2.0. Find the long-range order parameter \(S\) and the fraction of atoms on wrong sites.

## A tempting solution

The 001 peak exists because Fe and Pt occupy alternate layers, and it vanishes when the two species are mixed at random. The 002 peak does not need this alternation and serves as a reference. One might therefore treat the normalized 001 intensity as a direct measure of the amount of order:

\[
S\stackrel{?}{=}\frac{1.5}{2.0}=0.75 .
\]

The reference peak is well chosen. The fault is the assumption that the 001 intensity is proportional to \(S\). Misplaced atoms sit in the same crystal as the correctly placed ones, so their scattered waves add to the others as amplitudes. The intensity is found by squaring after this addition.

## What the order parameter does to the amplitudes

The L1\(_0\) cell has two Fe sites, at \((0,0,0)\) and \((\tfrac12,\tfrac12,0)\), and two Pt sites, at \((\tfrac12,0,\tfrac12)\) and \((0,\tfrac12,\tfrac12)\). Let \(r_{\rm Fe}\) be the fraction of Fe sites occupied by Fe, and \(r_{\rm Pt}\) the fraction of Pt sites occupied by Pt. The order parameter is

\[
S=r_{\rm Fe}+r_{\rm Pt}-1 .
\]

Perfect order has \(r_{\rm Fe}=r_{\rm Pt}=1\), hence \(S=1\). Random occupation at equal composition has both fractions equal to \(1/2\), hence \(S=0\).

Let \(f_{\rm Fe}\) and \(f_{\rm Pt}\) be the atomic scattering factors at the angle of the reflection considered. They may be complex. The mean scattering factors on the two kinds of site are

\[
\bar f_{\alpha}=r_{\rm Fe}f_{\rm Fe}+(1-r_{\rm Fe})f_{\rm Pt},
\qquad
\bar f_{\beta}=r_{\rm Pt}f_{\rm Pt}+(1-r_{\rm Pt})f_{\rm Fe},
\]

where \(\alpha\) denotes Fe sites and \(\beta\) Pt sites.

The means suffice for the Bragg peaks if the misplaced atoms are randomly distributed. Write each atom's scattering factor as its site mean plus a deviation. The mean parts add in phase, so their intensity at the peak grows as the square of the number of atoms. Independent deviations have no average cross terms, and their intensity grows in proportion to the number of atoms. They form a diffuse background, which has been subtracted.

For a reflection \(00l\), an atom at height \(zc\) contributes the phase factor \(e^{2\pi i l z}\). The Fe sites have \(z=0\) and the Pt sites \(z=1/2\), so

\[
F_{00l}=2\bar f_\alpha+2(-1)^l\bar f_\beta .
\]

For 001 the two layers are subtracted:

\[
\begin{aligned}
F_{001}&=2\big[r_{\rm Fe}f_{\rm Fe}+(1-r_{\rm Fe})f_{\rm Pt}
-r_{\rm Pt}f_{\rm Pt}-(1-r_{\rm Pt})f_{\rm Fe}\big]\\
&=2\big[(r_{\rm Fe}+r_{\rm Pt}-1)f_{\rm Fe}
-(r_{\rm Fe}+r_{\rm Pt}-1)f_{\rm Pt}\big]\\
&=2S(f_{\rm Fe}-f_{\rm Pt}).
\end{aligned}
\]

For 002 they are added:

\[
F_{002}=2\big[(1+r_{\rm Fe}-r_{\rm Pt})f_{\rm Fe}
+(1+r_{\rm Pt}-r_{\rm Fe})f_{\rm Pt}\big].
\]

Stoichiometry now enters. There are as many Fe atoms as Fe sites, so each Fe site that has lost its Fe is matched by an Fe atom on a Pt site. The two kinds of site are equally numerous, so \(1-r_{\rm Fe}=1-r_{\rm Pt}\). With \(r_{\rm Fe}=r_{\rm Pt}=r\),

\[
F_{002}=2(f_{\rm Fe}+f_{\rm Pt}),\qquad S=2r-1 .
\]

The 002 amplitude is independent of \(S\), while the 001 amplitude is linear in it.

## The right solution

In the kinematic regime, where each atom sees essentially the undiminished incident wave, the integrated intensity is \(I_{00l}=K_l|F_{00l}|^2\). The factor \(K_l\) contains geometry, polarization, absorption and thermal vibration. It differs between the two reflections, but is assumed to be the same for the real film and the perfect-order calculation. The calculation should therefore use the measured \(c\), which in FePt grows as order is lost; a mismatch of 0.005 nm in \(c\) shifts \(S\) by about 0.005. Therefore

\[
\left(\frac{I_{001}}{I_{002}}\right)_{\rm meas}
=S^2\,\frac{K_1}{K_2}\,
\frac{|f_{\rm Fe}-f_{\rm Pt}|^2_{001}}{|f_{\rm Fe}+f_{\rm Pt}|^2_{002}}
=S^2\left(\frac{I_{001}}{I_{002}}\right)_{\rm perfect}.
\]

The last step holds because setting \(S=1\) gives the perfect-order ratio. Solving for \(S\),

\[
S=\sqrt{\frac{1.5}{2.0}}=\sqrt{0.750}=0.866\approx0.87 .
\]

The negative root describes the same film with the names of the two kinds of site exchanged. Calling the sites occupied mainly by Fe "Fe sites" selects the positive root. The occupations are

\[
r=\frac{1+S}{2}=0.933,\qquad 1-r=\frac{1-S}{2}=0.067 .
\]

About 7% of the atoms are on wrong sites. The tempting answer can be checked by substitution: \(S=0.75\) would give a ratio of \(0.75^2\times2.0\approx1.13\), not 1.5.

The square law was tested on simulated films 28 cells thick, with atoms exchanged at random and intensities integrated over both peaks. Films with \(S=0.400\), 0.700 and 0.866, counted from their sites, gave 0.408, 0.703 and 0.867 from their peaks. The excess is largest at weak order, where it is 0.008. It comes mostly from the thickness fringes of the 000 and 002 peaks, which extend under 001 and were not subtracted in the simulation; the random placement of atoms changes the third decimal by a few units.

## When the linear answer becomes meaningful

Suppose that a fraction \(w\) of the film consists of perfectly ordered grains and the rest of completely disordered grains, with no fixed phase relation between them. Their intensities then add. If \(K_l\) is the same for both kinds of grain and the 002 intensity of both is collected, the normalized 001 intensity is

\[
w\times1^2+(1-w)\times0^2=w .
\]

The same data now give \(w=0.75\), which is also the mean order parameter. The formula still returns 0.866, now the root-mean-square value. In general, for grains that add incoherently,

\[
S_{\rm formula}^2=\langle S^2\rangle
=\langle S\rangle^2+\big\langle(S-\langle S\rangle)^2\big\rangle .
\]

For a milder spread, with half the grains 0.10 above the mean and half 0.10 below, the mean is \(\sqrt{0.750-0.010}=0.860\). Two integrated intensities cannot distinguish these cases. The answer 0.87 refers to a film of uniform order.

## Is a perfect-order ratio of 2.0 reasonable?

The ratio can be estimated for a film about 10 nm thick, using Cu K\(\alpha\) radiation of wavelength \(\lambda=0.15406\) nm. Take the rough lattice parameters \(a=0.385\) nm and \(c=0.371\) nm. The sample is rocked through each reflection, the detector accepts the whole reflected beam, and the beam's footprint stays on the film.

First consider one sheet of cells, each scattering with amplitude \(r_eF\), where \(r_e\) is the classical electron radius. The beam meets the sheet at glancing angle \(\theta\), and the observer is a distance \(D\) along the reflected beam. For a cell displaced by \(x\) in the plane of incidence and \(y\) across it, the total path to second order is

\[
D+\frac{x^2\sin^2\theta+y^2}{2D},
\]

because the linear terms of the incoming and outgoing paths cancel. With \(k=2\pi/\lambda\), the two Fresnel integrals give

\[
\frac1D\int\!\!\int e^{ik(x^2\sin^2\theta+y^2)/2D}\,dx\,dy
=\frac{1}{D}\,\frac{2\pi iD}{k\sin\theta}
=\frac{i\lambda}{\sin\theta}.
\]

There are \(1/a^2\) cells per unit area, so the sheet reflects an amplitude of modulus \(r_e\lambda|F|/(a^2\sin\theta)\).

Now stack \(N\) sheets, with \(t=Nc\). If \(\epsilon\) is the departure of the normal wave-vector transfer from its Bragg value, the intensity near the peak contains \(N^2[\sin(\epsilon t/2)/(\epsilon t/2)]^2\), whose integral over \(\epsilon\) is \(2\pi N^2/t\). The transfer is \(4\pi\sin\theta/\lambda\), so \(d\epsilon=(4\pi\cos\theta/\lambda)\,d\theta\). The integral over the rocking angle is

\[
\frac{r_e^2\lambda^2|F|^2}{a^4\sin^2\theta}\,
\frac{2\pi N^2}{t}\,\frac{\lambda}{4\pi\cos\theta}
=\frac{r_e^2\lambda^3|F|^2t}{V^2\sin\theta\,\sin2\theta},
\qquad V=a^2c .
\]

The factor \(1/\sin\theta\) expresses the longer footprint at low angle. An unpolarized beam adds \((1+\cos^22\theta)/2\). Thermal vibration adds \(e^{-2Bs^2}\), where \(s=\sin\theta/\lambda\) and the rough value \(B=0.005\) nm\(^2\) is used for both elements.

Scattering factors from a screened-atom model, with rough dispersion corrections of \(-1+3i\) for Fe and \(-5+7i\) for Pt, give

\[
\begin{aligned}
|F_{001}|&=2\,|(69.43-5+7i)-(21.28-1+3i)|=88.7,\\
|F_{002}|&=2\,|(57.70-5+7i)+(16.68-1+3i)|=138.2
\end{aligned}
\]

electrons. The squared ratio is 0.411. The Bragg angles \(2\theta=23.97^\circ\) and \(49.07^\circ\) give 2.388 for the combined polarization and \(1/\sin2\theta\) factors, and 2.000 for the footprint. The thermal factor is 1.056. Thus

\[
0.411\times2.388\times2.000\times1.056\approx2.1 .
\]

The screened-atom factors are 1 to 3 electrons below tabulated ones. With tabulated form factors and dispersion corrections the squared ratio is about 0.39 and the estimate about 1.96, and values of \(B\) from 0.003 to 0.0155 nm\(^2\) then move it between about 1.9 and 2.2. The digits above should be read with that margin. The given 2.0 is reasonable for this geometry and a film this thin. The estimate also shows the cost of mixing geometries. If the footprint factor is omitted from the calculated ratio, it falls to about 1.04, and the measured 1.5 then implies \(S=1.20\), which is impossible.

## How firm is the second decimal?

Since \(S\) is the square root of a ratio, a small relative error in that ratio produces half as large a relative error in \(S\). A 5% error in the measured ratio gives a range from 0.844 to 0.887. If 1.5 and 2.0 are known only to the last digit shown, the range is 0.841 to 0.892. The value 0.87 follows from the stated numbers, but such data determine \(S\) only to about \(\pm0.03\).

Departures from the model can be sized in the same way, each taken alone:

- **Composition.** If 52% of the atoms are Fe but the calculation assumes 50%, \(F_{001}\) still has the form \(2S(f_{\rm Fe}-f_{\rm Pt})\), while \(F_{002}\) becomes four times the composition-averaged scattering factor. The lighter average weakens 002 and raises the measured ratio. The corrected value is \(S=0.847\). The surplus Fe must occupy 4% of the Pt sites, so \(S\) cannot exceed 0.96.
- **Static displacements.** If disorder adds 0.002 nm\(^2\) to \(B\) in the real film but not in the calculation, 002 is weakened more than 001. The amplitude correction is \(\exp[-0.002\times3/(4c^2)]\), with \(c\) in nm, and gives \(S=0.857\).
- **Absorption.** The estimated absorption coefficient is 0.316 per micrometre. Omitting absorption from the calculated ratio would require a correction to \(S=0.869\), a negligible change at this thickness.
- **Beam depletion.** The kinematic peak reflectivities for perfect order, for polarization perpendicular to the scattering plane and without the thermal factor, are 0.123% for 001 and 0.074% for 002. For an unpolarized beam with thermal vibration they are lower, about 0.11% and 0.05%. So little of the beam is diverted that the kinematic treatment is adequate here. As long as they remain small, these reflectivities grow as \(t^2\) for a coherent crystal, so a much thicker film needs a new check.

Peak heights cannot replace integrated intensities. Consider a perfectly ordered film whose middle half has its Fe and Pt layers interchanged. The two outer quarters and the middle half scatter with opposite signs at 001, and the height at the exact peak position is zero. In the simulated film, the intensity integrated from \(l=0.5\) to 1.5 was nevertheless 0.977 of its value without the boundaries. The boundaries spread the peak but remove little of its integrated intensity, provided that the integration range is wide enough to include the broadened peak. A narrow range loses more.

Films about 10 nm thick, grown or annealed hot to establish the L1\(_0\) order, are of interest for magnetic recording. Real films may break the assumptions of exact stoichiometry and uniform order. Of the departures in the list above, at the sizes assumed there, the composition error of 2 atomic percent moves \(S\) most, by about 0.02. Uneven order can matter more: in the extreme mixture of perfectly ordered and disordered grains, the mean order parameter is 0.75 rather than 0.87. Some real films also contain crystals with their \(c\) axis in the plane. Their 200 peak lies near the 002 peak and must be separated from it: if it adds 5% to the apparent 002 intensity, the inferred \(S\) is about 2.4% too low.

The numerical output below lists the main values used here.

## Calculated quantities

```
Measured I001/I002: 1.5
Perfect-order I001/I002 (given): 2.0
Squared order parameter: 0.750
Order parameter S: 0.8660, rounded 0.87
Correct site occupation: 0.933
Misplaced fraction on each site type: 0.067
Random film: S from sites 0.400, from peaks 0.408
Random film: S from sites 0.700, from peaks 0.703
Random film: S from sites 0.866, from peaks 0.867
Lattice a, c: 0.385, 0.371 nm (rough)
Wavelength: 0.15406 nm; thickness: 10.39 nm
Thermal parameter B: 0.005 nm^2 (rough)
Bragg angles 2theta 001, 002: 23.97, 49.07 deg
Fe form factor at 001, 002: 21.28, 16.68 electrons
Fe dispersion f', f'': -1, 3 electrons (rough)
Pt form factor at 001, 002: 69.43, 57.70 electrons
Pt dispersion f', f'': -5, 7 electrons (rough)
Perfect |F001|, |F002|: 88.7, 138.2 electrons
Squared structure-factor ratio: 0.411
Lorentz-polarization ratio: 2.388
Footprint ratio: 2.000
Thermal ratio: 1.056
Estimated perfect-order I001/I002: 2.08
S with footprint omitted from estimate: 1.20
S range from input rounding: 0.841 to 0.892
S range for 5% ratio error: 0.844 to 0.887
S if Fe fraction is 0.52: 0.847; maximum S: 0.96
S if static disorder adds B = 0.002 nm^2: 0.857
Absorption coefficient: 0.316 per micrometre
S if absorption was omitted from given ratio: 0.869
Kinematic peak reflectivity 001, 002: 0.123, 0.074 %
Mean S if grains differ by +/-0.10: 0.860
Antiphase film / perfect film, 001 peak height: 0.000
Antiphase film / perfect film, 001 integral: 0.977
```
